\section*{Clamped and relaxed elastic moduli of a chain with alternating springs}

\section*{Problem}

A film on a chip is strained when it and its substrate contract by different amounts on cooling. The stress can depend on how the atoms inside each unit cell shift against each other. A chain with two kinds of bond shows this in its simplest form.

Atoms lie on a line, joined by nearest-neighbour springs of stiffness $k_1,k_2,k_1,k_2,\dots$, all positive. Every bond has the same length $a$, so the unit cell has length $2a$ and holds two atoms, of masses $m_1$ and $m_2$. The springs are harmonic and unstretched at zero strain. Atoms move along the line only. Each chain occupies a cross-section $s$, and the lateral dimensions are held fixed. Temperature is ignored until part (f).

Let $\varepsilon$ be the strain of the cell length and $E(\varepsilon)$ the elastic energy per cell. The line modulus, which has the unit of force, is
\begin{equation}
C=\frac{1}{2a}\frac{d^2E}{d\varepsilon^2},
\label{eq:def}
\end{equation}
and $C/s$ is the modulus in the usual unit of pressure.

\begin{enumerate}
\item[(a)] Find the clamped modulus $C_{\rm cl}$, for which every atom is made to follow the uniform strain.
\item[(b)] Find the relaxed modulus $C_{\rm rel}$, for which the cell length is prescribed but the atoms settle into equilibrium.
\item[(c)] Express $C_{\rm cl}/C_{\rm rel}$ through two kinds of mean of the spring constants. Discuss its limits, and extend it to a period of $n$ different springs.
\item[(d)] What changes if the two bond lengths are $b_1\neq b_2$?
\item[(e)] Which modulus sets the speed of long sound waves?
\item[(f)] Take $k_1=30$ N/m, $k_2=10$ N/m, $a=0.30$ nm and $s=0.09$ nm$^2$, rough values in the regime of germanium telluride, a phase-change memory material. A thermal mismatch of $10^{-5}$ K$^{-1}$ acts over 300 K. Find the moduli, bond forces and stresses, and estimate the main effects that the model leaves out.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Clamped modulus}

Under uniform strain each bond stretches by $a\varepsilon$. A cell contains one bond of each kind, so
\begin{equation}
E_{\rm cl}=\tfrac12k_1(a\varepsilon)^2+\tfrac12k_2(a\varepsilon)^2
=\tfrac12(k_1+k_2)a^2\varepsilon^2 .
\end{equation}
The second derivative is $(k_1+k_2)a^2$. Division by $2a$ gives
\begin{equation}
C_{\rm cl}=\frac{a(k_1+k_2)}{2}=a\,k_A,\qquad k_A=\frac{k_1+k_2}{2}.
\label{eq:cl}
\end{equation}
The two bonds pull with forces $k_1a\varepsilon$ and $k_2a\varepsilon$. If $k_1\neq k_2$, these do not balance on the atom between them, and an outside force must hold each atom in place. The clamped state is therefore a constrained state, not the equilibrium of a chain pulled at its ends.

\subsection*{(b) Relaxed modulus}

In equilibrium no net force acts on any atom, so neighbouring bonds carry equal forces. All $k_1$ bonds then have one common stretch and all $k_2$ bonds another. The departure from uniform strain is the same in every cell and is described by one number $u$, the shift of one sublattice against the other. We count $u$ positive when it lengthens the $k_1$ bond. The cell length is fixed, so the $k_2$ bond shortens by the same amount:
\begin{equation}
E(\varepsilon,u)=\tfrac12k_1(a\varepsilon+u)^2+\tfrac12k_2(a\varepsilon-u)^2 .
\label{eq:Eu}
\end{equation}
At fixed $\varepsilon$, equilibrium requires
\begin{equation}
\frac{\partial E}{\partial u}=k_1(a\varepsilon+u)-k_2(a\varepsilon-u)
=(k_1-k_2)a\varepsilon+(k_1+k_2)u=0,
\end{equation}
and hence
\begin{equation}
u=-\delta\,a\varepsilon,\qquad \delta=\frac{k_1-k_2}{k_1+k_2}.
\label{eq:u}
\end{equation}
This is a minimum, because $\partial^2E/\partial u^2=k_1+k_2>0$. For $k_1>k_2$ and a tensile strain, $u$ is negative: the stiff bond gives up part of its stretch to the soft one. The stretches become
\begin{align}
a\varepsilon+u&=(1-\delta)a\varepsilon=\frac{2k_2}{k_1+k_2}\,a\varepsilon,\\
a\varepsilon-u&=(1+\delta)a\varepsilon=\frac{2k_1}{k_1+k_2}\,a\varepsilon .
\end{align}
Multiplied by $k_1$ and $k_2$ respectively, they give the same force,
\begin{equation}
F=\frac{2k_1k_2}{k_1+k_2}\,a\varepsilon=k_H\,a\varepsilon,\qquad
k_H=\frac{2}{1/k_1+1/k_2},
\end{equation}
where $k_H$ is the harmonic mean. Inserting the stretches into Eq.~(\ref{eq:Eu}),
\begin{equation}
E_{\rm rel}=\frac12\,\frac{4k_1k_2^2+4k_2k_1^2}{(k_1+k_2)^2}\,a^2\varepsilon^2
=\frac{2k_1k_2}{k_1+k_2}\,a^2\varepsilon^2 .
\end{equation}
Its second derivative is $4k_1k_2a^2/(k_1+k_2)$, so Eq.~(\ref{eq:def}) gives
\begin{equation}
C_{\rm rel}=\frac{2a\,k_1k_2}{k_1+k_2}=a\,k_H .
\label{eq:rel}
\end{equation}

The two results correspond to two ways of joining springs. Clamping imposes equal stretches, as for springs in parallel, and stiffnesses are averaged. Relaxation imposes equal forces, as for springs in series, and compliances $1/k$ are averaged.

\subsection*{(c) The ratio}

Dividing Eq.~(\ref{eq:cl}) by Eq.~(\ref{eq:rel}) cancels the bond length:
\begin{equation}
\frac{C_{\rm cl}}{C_{\rm rel}}=\frac{k_A}{k_H}
=\frac{(k_1+k_2)^2}{4k_1k_2}=\frac{1}{1-\delta^2}.
\label{eq:ratio}
\end{equation}
The last form follows from $(k_1+k_2)^2-(k_1-k_2)^2=4k_1k_2$, divided by $(k_1+k_2)^2$. The ratio is at least 1, and equals 1 only for $k_1=k_2$. There is a reason beyond algebra: the relaxed energy is the minimum over all $u$, and the clamped state $u=0$ is one of the states compared.

For nearly equal springs the ratio is about $1+\delta^2$. The shift $u$ is of first order in $\delta$, but the energy it saves is of second order. If instead $k_2\ll k_1$, then $C_{\rm cl}\approx ak_1/2$ while $C_{\rm rel}\approx2ak_2$. The ratio grows as $k_1/(4k_2)$, because the soft bonds take up nearly all the strain.

For a period of $n$ springs of equal length $a$, the cell length is $na$, which replaces $2a$ in Eq.~(\ref{eq:def}). Clamping gives
\begin{equation}
C_{\rm cl}=\frac{1}{na}\sum_{j=1}^n k_ja^2=a\,\frac1n\sum_{j=1}^n k_j .
\end{equation}
In the relaxed state a common force $F$ stretches bond $j$ by $F/k_j$. The stretches must add up to $na\varepsilon$, so
\begin{equation}
F=a\varepsilon\left(\frac1n\sum_{j=1}^n\frac1{k_j}\right)^{-1}=k_Ha\varepsilon .
\end{equation}
The energy is $\tfrac12F\,na\varepsilon=\tfrac12nk_Ha^2\varepsilon^2$, and $C_{\rm rel}=ak_H$ again. The ratio of means holds for any $n$.

\subsection*{(d) Unequal bond lengths}

With lengths $b_1$ and $b_2$, uniform strain stretches the bonds by $b_1\varepsilon$ and $b_2\varepsilon$. The cell length is $b_1+b_2$, and
\begin{equation}
C_{\rm cl}=\frac{k_1b_1^2+k_2b_2^2}{b_1+b_2}.
\end{equation}
In the relaxed state the series stiffness $k_1k_2/(k_1+k_2)$ resists a total stretch $(b_1+b_2)\varepsilon$, so
\begin{equation}
C_{\rm rel}=\frac{k_1k_2}{k_1+k_2}\,(b_1+b_2).
\end{equation}
The numerator of the ratio is
\begin{align}
(k_1b_1^2+k_2b_2^2)(k_1+k_2)
&=k_1^2b_1^2+k_2^2b_2^2+k_1k_2(b_1^2+b_2^2)\nonumber\\
&=(k_1b_1-k_2b_2)^2+k_1k_2(b_1+b_2)^2 ,
\end{align}
where $2k_1k_2b_1b_2$ has been added and subtracted. Therefore
\begin{equation}
\frac{C_{\rm cl}}{C_{\rm rel}}=1+\frac{(k_1b_1-k_2b_2)^2}{k_1k_2(b_1+b_2)^2}.
\label{eq:uneq}
\end{equation}
What drives the relaxation is the imbalance of the clamped forces $k_jb_j\varepsilon$, not the difference of the springs as such. If $k_1b_1=k_2b_2$, the two moduli agree even though the springs differ. The ratio of means in Eq.~(\ref{eq:ratio}) was derived for equal bond lengths and does not hold in general for unequal ones.

\subsection*{(e) Sound waves}

Let the atoms have amplitudes $A$ (mass $m_1$) and $B$ (mass $m_2$) in a wave of wavenumber $q$ and frequency $\omega$. Atom 1 is joined by $k_1$ to atom 2 of its own cell and by $k_2$ to atom 2 of the preceding cell, whose phase factor is $e^{-2iqa}$. Newton's law gives
\begin{align}
m_1\omega^2A&=(k_1+k_2)A-(k_1+k_2e^{-2iqa})B,\\
m_2\omega^2B&=(k_1+k_2)B-(k_1+k_2e^{2iqa})A .
\end{align}
A nonzero solution needs a vanishing determinant. Since $|k_1+k_2e^{2iqa}|^2=k_1^2+k_2^2+2k_1k_2\cos2qa$, and $1-\cos2qa=2\sin^2qa$,
\begin{equation}
m_1m_2\omega^4-(k_1+k_2)(m_1+m_2)\omega^2+4k_1k_2\sin^2qa=0 .
\label{eq:disp}
\end{equation}
At $q=0$ the nonzero root is the optical frequency,
\begin{equation}
\omega_0^2=(k_1+k_2)\left(\frac1{m_1}+\frac1{m_2}\right).
\end{equation}
On the sound branch at small $q$, the first term of Eq.~(\ref{eq:disp}) is smaller than the second by the factor $\omega^2/\omega_0^2$ and may be dropped. With $\sin qa\approx qa$,
\begin{equation}
v^2=\frac{\omega^2}{q^2}=\frac{4a^2k_1k_2}{(k_1+k_2)(m_1+m_2)}
=\frac{C_{\rm rel}}{(m_1+m_2)/(2a)} .
\end{equation}
The denominator is the mass per length. Sound waves with $qa\ll1$ are therefore governed by the relaxed modulus. Their frequency lies far below $\omega_0$, so the sublattices have time to adjust.

\subsection*{(f) Numbers and neglected effects}

\paragraph{Moduli.} The means are $k_A=(30+10)/2=20$ N/m and $k_H=2\cdot30\cdot10/40=15$ N/m. Since 1 N/m times 1 nm is 1 nN, and 1 nN/nm$^2$ is 1 GPa,
\begin{equation}
\frac{C_{\rm cl}}{s}=\frac{0.30\cdot20}{0.09}=66.7\ {\rm GPa},\qquad
\frac{C_{\rm rel}}{s}=\frac{0.30\cdot15}{0.09}=50\ {\rm GPa}.
\end{equation}
Their ratio is $4/3$, in agreement with $1/(1-\delta^2)$ for $\delta=0.5$. A numerical minimisation for a ring of eight atoms, all free to move, gives the same relaxed modulus, 50 GPa.

\paragraph{Forces and stresses.} The strain is $10^{-5}\cdot300=0.3\,\%$, taken as tensile. Uniform strain stretches each bond by $a\varepsilon=0.9$ pm, and the internal shift is $u=-0.5\cdot0.9=-0.45$ pm. Clamped bonds carry $30\cdot0.9=27$ pN and $10\cdot0.9=9$ pN; relaxed bonds both carry $15\cdot0.9=13.5$ pN. The stresses are
\begin{equation}
\sigma_{\rm cl}=\frac{(27+9)/2}{0.09}=200\ {\rm MPa},\qquad
\sigma_{\rm rel}=\frac{13.5}{0.09}=150\ {\rm MPa}.
\end{equation}
The clamped stress contains the average force because $(dE_{\rm cl}/d\varepsilon)/(2a)=(k_1+k_2)a\varepsilon/2$. Forgetting the relaxation overstates the stress by 50 MPa, one third of the relaxed value. The energy per cell falls from 0.101 to 0.076 meV on relaxation.

With the masses of germanium and tellurium, the vibrational calculation gives a sound speed of 2850 m/s; the clamped modulus would have suggested 3290 m/s. The optical frequency is 3.6 THz, so slow thermal loading lies deep in the relaxed regime.

\paragraph{Bond lengths and further springs.} The following estimates change one thing at a time, with rough assumed inputs. Lengths of 0.285 and 0.315 nm for the stiff and soft bonds give, from Eq.~(\ref{eq:uneq}), a ratio $1+(8.55-3.15)^2/108=1.27$ instead of 1.33.

A second-neighbour spring $k'$ joins atoms of the same sublattice. Its stretch is $2a\varepsilon$ whatever the value of $u$. Two such springs per cell store $4k'a^2\varepsilon^2$, which adds $4ak'$ to both moduli. For $k'=1$ N/m this is 13.3 GPa: the relaxed modulus rises to 63 GPa and the ratio falls to 1.26.

Bonds to neighbouring chains can resist the shift. Such a resistance adds $\tfrac12Ku^2$ to Eq.~(\ref{eq:Eu}). Then $u=-(k_1-k_2)a\varepsilon/(k_1+k_2+K)$, and substitution gives
\begin{equation}
C_{\rm rel}=\frac a2\left[k_1+k_2-\frac{(k_1-k_2)^2}{k_1+k_2+K}\right],
\label{eq:K}
\end{equation}
while $C_{\rm cl}$ is unchanged. Four sideways bonds per cell, each with a transverse spring of 1 N/m, make $K=4$ N/m. The relaxed modulus becomes 51.5 GPa and the ratio 1.29.

\paragraph{Electric field.} If the sublattices carry effective charges $\pm Ze$, their shift produces a polarization $P=Zeu/V$, with $V=2as$. Where no free charge compensates it, and the chains run across a slab, the field is $-P/(\epsilon_0\epsilon_\infty)$. It pulls the sublattices back with
\begin{equation}
K=\frac{(Ze)^2}{\epsilon_0\epsilon_\infty V}.
\end{equation}
For $Z=5$ and $\epsilon_\infty=35$ this is 38 N/m, and Eq.~(\ref{eq:K}) gives 58 GPa and a ratio of 1.15. With $5\times10^{20}$ holes per cm$^3$ and a Fermi energy of 0.3 eV, however, the Thomas--Fermi screening length for a parabolic band, $\sqrt{2\epsilon_0\epsilon_\infty E_F/(3ne^2)}$ with hole density $n$ and Fermi energy $E_F$, is 0.9 nm. A static field also shifts the sublattices. At fixed force their stiffness against a shift is $4k_1k_2/(k_1+k_2)=30$ N/m, so the permittivity rises to $\epsilon_\infty(1+38/30)\approx80$, and the field decays over 1.3 nm. Both lengths are rough, being shorter than the Fermi wavelength of 2.6 nm for a single valley. In a slab much thicker than this, carriers remove most of the field: about a quarter of the mean field remains at 10 nm, where the relaxed modulus is 52 GPa, and about 5\,\% at 50 nm. Moreover, thermal mismatch strains a film in its plane. For chains that lie in the plane, a uniform polarization puts charge only at the edges of the film, and if the film is much wider than it is thick, the field far from the edges is weak even without carriers. This argument belongs to the single chain. In a crystal with three such axes whose threefold axis is normal to the film, equal strain in both in-plane directions keeps that symmetry, so the shift points along the normal and charges the faces; only carriers then screen it. The unscreened value is a limiting case.

\paragraph{Anharmonic bonds and heat.} Let each bond have the energy
\begin{equation}
W(x)=\tfrac12kx^2\left(1-\alpha x+\tfrac7{12}\alpha^2x^2\right),\qquad
\alpha=10\ {\rm nm}^{-1},
\end{equation}
where $x$ is its stretch. At 0.3\,\% strain the relaxed stress is then 147.5 instead of 150 MPa, and the slope of the stress--strain curve is 48 GPa.

Heat matters more if the chain is free to expand. At 300 K the weak bond fluctuates by 22 pm (root mean square), far beyond its relaxed static stretch of $13.5/10=1.35$ pm. Under a constant force $F$, the classical weight of a chain is a product of factors $e^{-(W-Fx)/k_BT}$, one per bond, so the bonds fluctuate independently. Differentiating the mean stretch with respect to $F$ gives
\begin{equation}
\frac{d\langle x\rangle}{dF}=\frac{\langle x^2\rangle-\langle x\rangle^2}{k_BT},
\end{equation}
whose inverse is the thermal spring constant. The values at $F=0$ are 28 and 8.75 N/m. Their harmonic mean, 13.3 N/m, multiplied by $a/s$ with the cold length $a$, gives 44 GPa, 11\,\% below the cold value. This applies to a chain free of force, whose bonds have lengthened on heating, and not to a chain held at its cold length, whose modulus at 300 K is 50.3 GPa. The softening also depends on where the bond energy is cut off: $W$ is the Morse form to fourth order in $x$, and carrying that series to sixth order gives 40.5 GPa for the free chain, 19\,\% below the cold value. To leading order each free bond lengthens by $3\alpha k_BT/(2k)$, which makes the chain expand by $4.6\cdot10^{-5}$ K$^{-1}$; the full classical coefficient at 300 K is $4.1\cdot10^{-5}$ K$^{-1}$. That is several times the assumed mismatch, so the softening by 11\,\% illustrates the effect in this chain and is not an estimate for a real film. Quantum motion raises the mean square amplitude of a mode at the optical frequency by 2.8\,\% over the classical one, so the classical estimate is adequate here.

\paragraph{The real material.} Crystalline germanium telluride at room temperature has short, strong and long, weak bonds in alternation along three nearly perpendicular axes, and it usually conducts by holes. The chain represents one axis. The spring constants and the mismatch are rough values, not fitted ones. Among the estimates above, second neighbours move the relaxed modulus most, by 27\,\%, and an unscreened field moves the ratio most, from 1.33 to 1.15. A real film is also strained along two in-plane directions and is free to change its thickness, whereas the model strains one axis and fixes the others. That difference, the angular distortion of the crystal and the coupling between its axes have not been estimated. The figures 50 GPa and 150 MPa therefore illustrate the size of the relaxation effect and are not predictions for a device.

\section*{Table of computed values}
\begin{verbatim}
INPUTS (rough, regime of germanium telluride)
strong spring k1: 30 N/m
weak spring k2: 10 N/m
bond length a: 0.3 nm
cross-section per chain: 0.09 nm^2
thermal mismatch: 1e-05 1/K
temperature change: 300 K
strain: 0.3 %
RESULTS
arithmetic mean spring: 20 N/m
harmonic mean spring: 15 N/m
clamped modulus: 66.67 GPa
relaxed modulus: 50 GPa
ratio clamped/relaxed: 1.333
asymmetry delta: 0.5
internal shift u: -0.45 pm
uniform stretch a*strain: 0.9 pm
clamped force, strong bond: 27 pN
clamped force, weak bond: 9 pN
relaxed force, both bonds: 13.5 pN
clamped stress: 200 MPa
relaxed stress: 150 MPa
clamped energy per cell: 0.1011 meV
relaxed energy per cell: 0.07583 meV
sound speed from vibrations: 2850 m/s
speed if clamped modulus applied: 3291 m/s
optical frequency: 3.631 THz
NEGLECTED EFFECTS (one at a time, rough inputs)
unequal lengths 0.285, 0.315 nm: ratio 1.270
second-neighbour spring 1.0 N/m: ratio 1.263
  relaxed modulus then: 63.33 GPa
side-bond spring 1.0 N/m: ratio 1.294
  relaxed modulus then: 51.52 GPa
effective charge 5.0 e, permittivity 35.0
  unscreened field spring: 38.35 N/m
  ratio with unscreened field: 1.146
  relaxed modulus then: 58.16 GPa
  holes 5.0e+20 cm^-3, Fermi energy 0.3 eV
  screening length: 0.88 nm
anharmonic parameter alpha: 10 1/nm
  relaxed stress at the strain: 147.5 MPa
  tangent modulus at the strain: 48.33 GPa
temperature of use: 300 K
  rms stretch of weak bond: 21.8 pm
  thermal strong spring: 28 N/m
  thermal weak spring: 8.75 N/m
  relaxed modulus with heat: 44.4 GPa
  quantum excess, optical mode: 2.8 %
\end{verbatim}
